The Freysoldt correction for charged defects and its dispersion remainder, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the periodic defect to the isolated one

A deep level in a silicon photodiode exchanges electrons and holes with the bands. Its energy relative to the band edges controls how quickly it emits carriers, and so enters the dark current. To calculate that energy, one can place a single defect in a block of crystal of some tens or hundreds of atoms and repeat the block periodically. In the device the defects are far apart. In the calculation a charged defect has copies of itself about a nanometre away, and a uniform background charge must be added because an infinite array of equal charges has no finite energy per cell. The question is how to recover the energy of one isolated charged defect from the energy and potential of such a cell.

**Conventions and charging energy**

Hartree atomic units are used in the derivation. A charge density is positive for positive charge, and φ is the electrostatic potential felt by a positive test charge. The defect is represented by a fixed bare charge density ρ(r), with total charge q, placed in an insulating host that responds linearly. The supercell is a cube of side L and volume Ω = L³. The background density is −q/Ω.

Let φ_host be the potential of the undisturbed host and φ the additional potential caused by ρ, including the response of the host. Introduce the charge gradually, as λρ with λ rising from 0 to 1. Linear response makes the potential at stage λ equal to φ_host + λφ. The work is therefore

W = ∫₀¹ dλ ∫ρ (φ_host + λφ) d³r = ∫ρ φ_host d³r + ½∫ρ φ d³r. (1)

In the periodic case the inserted charge is ρ − q/Ω per cell. We choose φ_host and the periodic response φ_per to have zero average over the cell. The background then contributes nothing explicit to either integral, because it multiplies an average that is zero:

W_per = ∫ρ φ_host d³r + ½∫ρ φ_per d³r. (2)

The isolated defect is referred to the same zero-average host potential. The first terms of (1) and (2) are then equal and cancel in the difference. What remains to be compared is

E_iso = ½∫ρ φ d³r,  E_per = ½∫ρ φ_per d³r. (3)

The background has not been forgotten: it still acts through φ_per.

**Both energies in reciprocal space**

We first take a homogeneous, isotropic host whose dielectric function ε(k) may depend on wavelength. The atomic structure of the host is restored in the second half. With ρ(k) = ∫ρ(r) exp(−ik·r) d³r, the response is

φ(k) = G(k) ρ(k),  G(k) = 4π/[k² ε(k)]. (4)

Screening at long wavelength is described by the macroscopic constant ε = ε(0). For an insulator with short-range response, 1/ε(k) is smooth and even in k, so its first correction is proportional to k². Hence

G(k) = 4π/(εk²) + g + O(k²). (5)

The constant g has the dimension of an area. It measures how screening weakens as the wavelength falls: a positive g means that short-wavelength charge is screened less well than a uniform constant ε would imply.

The isolated energy follows from (3) and (4):

E_iso = ½∫ d³k/(2π)³ G(k)|ρ(k)|². (6)

In the periodic system, the density has Fourier coefficients ρ(k)/Ω at the nonzero reciprocal vectors k of the supercell. At k = 0 the background removes the coefficient. The potential there is zero by our convention. Thus

φ_per(r) = (1/Ω) Σ′ G(k)ρ(k) exp(ik·r), (7)

where the prime omits k = 0. Integration against ρ gives ∫ρ(r) exp(ik·r) d³r = ρ(k)*, and so

E_per = (1/2Ω) Σ′ G(k)|ρ(k)|². (8)

Equations (6) and (8) contain the same function. One integrates it and the other samples it on a mesh with the central point missing. That function diverges as 1/k² at the centre, so the two differ by a slowly decaying function of L.

**Separating a long-range model**

The divergence depends only on q and ε. It can therefore be removed by a simple model charge. Let ρ_m be a Gaussian centred at the centroid of ρ:

ρ_m(k) = q exp(−k²s²/2),  φ_m(k) = 4πρ_m(k)/(εk²). (9)

The model is screened by the constant ε alone. Let E_iso[ρ_m] and E_per[ρ_m] be its isolated and periodic energies, and define

E_lat = E_iso[ρ_m] − E_per[ρ_m]. (10)

This is the long-range part of the correction, and it can be calculated without any knowledge of the defect beyond q. Subtracting (10) from the corresponding difference for the actual charge leaves

E_iso − E_per − E_lat = ½∫ d³k/(2π)³ f(k) − (1/2Ω) Σ′ f(k), (11)

f(k) = G(k)|ρ(k)|² − 4π|ρ_m(k)|²/(εk²). (12)

To find f at small k, expand ρ(k) about the centroid. The dipole moment about that point is zero. We assume a site symmetry, such as tetrahedral, for which the second moments along all directions are equal. Writing ⟨r²⟩ = (1/q)∫ρ r² d³r, we have

ρ(k) = q(1 − k²⟨r²⟩/6) + O(k³). (13)

The factor 1/6 comes from the ½ in the exponential series and the 1/3 in the directional average of (k·r)². The cubic term is imaginary, since it carries i³, so it enters |ρ(k)|² only at order k⁶ through its own square. Therefore

|ρ(k)|² = q²(1 − k²⟨r²⟩/3) + O(k⁴). (14)

For the Gaussian the same formula holds with ⟨r²⟩_m = 3s². Put (5) and (14) in (12). The 1/k² terms cancel, and the terms of order k⁰ give

f(0) = q²g − (4πq²/3ε)(⟨r²⟩ − ⟨r²⟩_m). (15)

The remaining step compares a mesh sum with an integral. Let I(r) = ∫ d³k/(2π)³ f(k) exp(ik·r). The lattice sum Σ_R I(r − R), over supercell translations R, is a periodic function with Fourier coefficients f(k)/Ω. At r = 0 this gives the Poisson summation formula

(1/Ω) Σ f(k) = I(0) + Σ_{R≠0} I(R), (16)

where the sum on the left now includes k = 0. Since I(0) is the integral in (11), moving the central point to the other side gives

E_iso − E_per − E_lat = f(0)/(2Ω) − ½Σ_{R≠0} I(R). (17)

I(R) has a direct meaning: it is the interaction energy of the charge with a copy at distance R, minus the same quantity for two models. At large distance both are q²/(εR), and they cancel. What survives are overlap terms, which fall rapidly once the charge fits in the cell, and high multipole terms. For a tetrahedral charge, the leading multipole contribution comes from the part of |ρ(k)|² that is of fourth order in k and has cubic rather than spherical symmetry. Divided by k², it is a function of degree 2 in k, whose transform has degree −5 in R. This leaves an energy of order L⁻⁵. We drop it beside f(0)/(2Ω), which is of order L⁻³.

**Alignment far from the defect**

Equation (15) involves the second moment of the defect charge, which is awkward to obtain from an actual calculation because the bare charge and its screening are mixed together. The potential supplies the same information. Define the short-range potential of the isolated defect by

φ_s = φ − φ_m. (18)

Its integral over all space is its Fourier transform at k → 0. From (5), (9) and (13), with the second moments multiplied by 4π/(6ε) = 2π/(3ε), we get

S = ∫φ_s d³r = q[g − (2π/3ε)(⟨r²⟩ − ⟨r²⟩_m)]. (19)

Now compare the two periodic potentials. The function φ_per − φ_m,per has coefficients φ_s(k)/Ω for k ≠ 0 and zero for k = 0. The periodic sum of short-range potentials has the same coefficients for k ≠ 0, but S/Ω for k = 0. The two functions consequently differ by a constant:

φ_per(r) − φ_m,per(r) = Σ_R φ_s(r − R) + C, (20)

C = −S/Ω. (21)

Far from every defect the sum in (20) is negligible, and the difference of the two periodic potentials levels off at C. This plateau is the alignment constant. It can be read from the potential of the supercell. If no plateau is visible, C cannot be read reliably. The defect charge or the model charge may be too wide for the cell.

Comparing (15) with (19) gives

2qS = 2q²g − (4πq²/3ε)(⟨r²⟩ − ⟨r²⟩_m) = f(0) + q²g. (22)

Thus f(0) = 2qS − q²g. Divide by 2Ω and use S = −ΩC. Equation (17) becomes

**E_iso − E_per = E_lat − qC − q²g/(2Ω)**, (23)

apart from the overlap and high multipole terms already described. The first two terms on the right are the Freysoldt correction. The third is a dispersion remainder of the same order in 1/Ω as the alignment term. The Freysoldt correction by itself is therefore complete through order 1/Ω when g = 0, but not for a general linear host.

**Where the factors come from**

The alignment enters (23) with weight 1, although the energy in (3) has a factor ½. A calculation in real space shows why. Insert (18) and (20) into (3). In the central cell the short-range potential φ_s cancels, leaving

E_iso − E_per = −½∫ρ(φ_m,per − φ_m) d³r − ½qC. (24)

The potential φ_m,per − φ_m is produced by the distant models and by the background. Near the defect its Laplacian is −(4π/ε)(−q/Ω) = 4πq/(εΩ). In a cubic cell it is therefore a constant plus (2πq/3εΩ)r², up to terms of fourth order. If ρ in (24) were replaced by ρ_m, the integral term would be E_lat. The replacement changes the second moment, so

−½∫ρ(φ_m,per − φ_m) d³r = E_lat − (πq²/3εΩ)(⟨r²⟩ − ⟨r²⟩_m). (25)

Equations (19) and (21) give

(2πq/3εΩ)(⟨r²⟩ − ⟨r²⟩_m) = C + qg/Ω. (26)

Half of q times this expression is subtracted in (25). It supplies −½qC − q²g/(2Ω). The other −½qC stands explicitly in (24), and their sum reproduces (23).

There is also a simple account in terms of the background. The background density −q/Ω lies in the short-range potential of the defect, with energy −qS/Ω = qC. This is an interaction between two different charges and carries no factor ½. The background also interacts with itself through the short-range constant g. That is a self-energy and does carry the factor ½:

½(−q/Ω)² g Ω = q²g/(2Ω). (27)

Both energies belong to the periodic cell and are absent for the isolated defect, so both are subtracted. The Freysoldt correction removes the first and leaves the second.

**A model with the host's own screening**

If ε(k) is known, the model can be screened by G(k) instead of 4π/(εk²). Denote the resulting quantities by a prime. The constant g then cancels between defect and model, and the same steps give

f′(0) = −(4πq²/3ε)(⟨r²⟩ − ⟨r²⟩_m),  S′ = −(2πq/3ε)(⟨r²⟩ − ⟨r²⟩_m). (28)

Now f′(0) = 2qS′, and therefore

E_iso − E_per = E′_lat − qC′. (29)

There is no separate remainder. The energy (27) has not disappeared from the problem; it is contained in E′_lat, because the model's background is screened in the same way as the actual one.

**The lattice energy**

For a Gaussian model with constant ε, E_lat can be put in closed form apart from one pure number. Compare widths s and s₁. Apply (17) to these two charges, with f(k) = (4πq²/εk²)[exp(−k²s²) − exp(−k²s₁²)]. Its central value is −4πq²(s² − s₁²)/ε, and Gaussian overlap between cells is neglected. Hence

E_lat(s) − E_lat(s₁) = −2πq²(s² − s₁²)/(εΩ). (30)

The combination E_lat + 2πq²s²/(εΩ) does not depend on s. No length but L is left in it, so it must be proportional to q²/(εL). Calling the coefficient α/2, we have

E_lat = (q²/ε)[α/(2L) − 2πs²/Ω]. (31)

For the simple cubic array α = 2.8373. The first term is positive because each charge is surrounded by background of opposite sign, which makes the periodic energy too low. The second depends on an arbitrary width. It cancels in the total: since ⟨r²⟩_m = 3s², the alignment term −qC = qS/Ω contains +2πq²s²/(εΩ). The division between long-range and short-range parts is a choice, but their sum is not, provided that the model is compact enough for overlap to be negligible.

## 2. The atomic host and a worked case

The first half compared a bare charge ρ, with total charge q, in an infinite host and in a cubic supercell of side L and volume Ω. The potential φ is that of a positive test charge and has zero average over the supercell. The model ρ_m is a Gaussian of charge q and width s, screened by the macroscopic constant ε. E_lat is its isolated energy minus its periodic energy, C is the far plateau of the defect potential minus the model potential, and g is the constant term of the host kernel 4π/(εk²) + g + …. For a homogeneous host, the result was

E_iso − E_per = E_lat − qC − q²g/(2Ω), (32)

with C = −S/Ω, where S is the integral of the short-range potential. We now allow the host to have atomic structure.

**Eliminating the local fields**

In a crystal, a smooth applied charge also produces potentials that vary within each primitive cell. These are local fields. Let K denote the reciprocal vectors of the host and κ a wavevector in its first Brillouin zone. Linear response couples wavevectors κ + K with the same κ:

Σ_{K′} M_{KK′}(κ) φ(κ + K′) = 4πρ(κ + K). (33)

The matrix M is Hermitian. As an explicit case, a local dielectric function ε(r) has M_{KK′} = (κ + K)·(κ + K′)ε_{K−K′}, where ε_K are its Fourier coefficients. More generally we assume an insulating cubic host whose response has the same smoothness and small-κ behaviour.

Separate the component K = 0, written φ₀ and ρ₀, from the column of all others, φ₁ and ρ₁. Let m be the column M_{K0} and B the block with both K and K′ nonzero. Then (33) reads

M₀₀φ₀ + m†φ₁ = 4πρ₀,  mφ₀ + Bφ₁ = 4πρ₁. (34)

The second equation gives φ₁ = B⁻¹(4πρ₁ − mφ₀). Substitution in the first gives

φ₀ = G₀₀ρ̃,  G₀₀ = 4π/(M₀₀ − m†B⁻¹m),  ρ̃ = ρ₀ − m†B⁻¹ρ₁. (35)

Here ρ̃ is the defect charge dressed by local fields. The energy at fixed κ is ½F(κ), with F = ρ₀*φ₀ + ρ₁†φ₁. Inserting φ₁, we find

F = 4πρ₁†B⁻¹ρ₁ + (ρ₀* − ρ₁†B⁻¹m)φ₀ = F₀ + G₀₀|ρ̃|², (36)

where F₀ = 4πρ₁†B⁻¹ρ₁. The bracket is ρ̃*, because B is Hermitian.

For small κ the coupling m is of first order in κ, while F₀ stays regular. Hence ρ̃(0) = q. For a cubic host and a defect site whose symmetry, such as tetrahedral, excludes both a dipole and a quadrupole, ρ̃ has the same expansion as (13), with ⟨r²⟩ replaced by an effective second moment. If the first dispersion correction is isotropic, G₀₀ has the expansion (5).

In the supercell the allowed κ form a mesh that includes κ = 0. At that point m = 0 and φ₀ is set to zero, so the term present in the sum is F₀(0). The limit of F as κ → 0 has the additional part G₀₀|ρ̃|². After the model is subtracted, the difference between the limiting value and the value actually present is

lim_{κ→0} [G₀₀|ρ̃|² − 4π|ρ_m|²/(εκ²)] = f(0). (37)

The regular parts, including the model's terms at nonzero K, have dropped out. The Poisson formula (16), applied to the full periodic function of κ, again gives f(0)/(2Ω). Equations (19) to (23) then hold with ρ̃ in place of ρ. Local fields can change C, but they do not change its weight in the energy.

For a fixed charge in a linear host, the Freysoldt correction E_lat − qC leaves a remainder −q²g/(2Ω), and local fields can change C but not its weight in the energy. It remains to read C from the rippled potential of a crystal, to test that weight numerically, and to apply the correction to a model defect with silicon-like parameters.
